**Thermodynamic factor of a binary lattice from the variance of the B-atom number**

The program tests the relation Φ = ∂ln a_B/∂ln x = M x(1−x)/Var(N). Here M is the number of sites, N the fluctuating number of B atoms, x = ⟨N⟩/M, and a_B the activity of B. For a 200-site ring at 1000 K and x = 0.3, it asserts that Φ from summed site covariances agrees with the slope of x against the exchange potential, with a closed formula, and with a canonical insertion calculation on 2000 sites to within a finite-size tolerance. The output gives Φ = 1.537, 1.000 and 0.593 for unlike-bond energies of −0.05, 0 and +0.05 eV. A complete enumeration of a 4×4 square lattice with pair and triplet energies asserts the Gibbs–Duhem relation and the equality of the factors obtained from A and from B, both 1.750. For the infinite-range regular solution, the program asserts agreement with the mean-field factor in one phase, 0.370. At coexistence it asserts that Var(N) grows as M², so that the fluctuation expression falls towards zero while the factor of the homogeneous alloy is −0.50.

## Numerical verification

```python
# Result under test: for a binary lattice of M sites (A or B on every site),
#     Phi = d ln a_B / d ln x = M x (1 - x) / Var(N)
# N: number of B atoms, fluctuating at fixed T and exchange potential
# delta = mu_B - mu_A;  x = <N>/M;  a_B: activity of B;  Phi: thermodynamic factor.
# Energies are in eV; names ending in _kt are energies divided by kT.
import numpy as np
from scipy.constants import k as k_joule, e as e_charge
from scipy.optimize import brentq
from scipy.special import gammaln, logsumexp

T = 1000.0
KT = k_joule * T / e_charge
X = 0.3
M_RING = 200
M_CANON = 2000


def ln_binomial(n, m):
    return gammaln(n + 1) - gammaln(m + 1) - gammaln(n - m + 1)


# ---------- ring with energy w per A-B bond: semi-grand ensemble ----------
def transfer_matrix(w_kt, d_kt):
    off = np.exp(-w_kt + d_kt / 2)
    return np.array([[1.0, off], [off, np.exp(d_kt)]])


def ring_mean(w_kt, d_kt, m):
    t = transfer_matrix(w_kt, d_kt)
    t = t / np.linalg.eigvalsh(t)[-1]
    p = np.linalg.matrix_power(t, m)
    return p[1, 1] / np.trace(p)


def ring_covariances(w_kt, d_kt, m):
    """Covariance of the B occupations of two sites at distance 0..m-1."""
    t = transfer_matrix(w_kt, d_kt)
    t = t / np.linalg.eigvalsh(t)[-1]
    powers = [np.eye(2)]
    for _ in range(m):
        powers.append(powers[-1] @ t)
    z = np.trace(powers[m])
    mean = powers[m][1, 1] / z
    joint = np.array([powers[r][1, 1] * powers[m - r][1, 1] / z
                      for r in range(m)])
    return joint - mean**2


# ---------- the same ring in the canonical ensemble ----------
def ln_canonical(m, n, w_kt):
    """Log partition function; r is the number of runs of B atoms."""
    r = np.arange(1, min(n, m - n) + 1)
    terms = (np.log(m) - np.log(r) + ln_binomial(n - 1, r - 1)
             + ln_binomial(m - n - 1, r - 1) - 2 * r * w_kt)
    return logsumexp(terms)


def mu_b_insertion(m, n, w_kt):
    """mu_B/kT as free energy of adding one site that holds a B atom."""
    return ln_canonical(m, n, w_kt) - ln_canonical(m + 1, n + 1, w_kt)


# run counting against brute-force enumeration of a small ring
bits12 = (np.arange(2**12)[:, None] >> np.arange(12)) & 1
unlike12 = (bits12 != np.roll(bits12, 1, axis=1)).sum(axis=1)
for n_small in (3, 4, 7):
    chosen = bits12.sum(axis=1) == n_small
    brute = np.log(np.exp(-0.4 * unlike12[chosen]).sum())
    assert abs(brute - ln_canonical(12, n_small, 0.4)) < 1e-10

print(f"Temperature = {T:.0f} K, kT = {KT:.5f} eV")
print(f"Ring: M = {M_RING} sites, x = {X}, mean N = {M_RING * X:.0f}")
print(f"Variance for independent sites M x(1-x) = {M_RING * X * (1 - X):.2f}")

phi_by_w = []
for w in (-0.05, 0.0, 0.05):
    w_kt = w / KT
    d_kt = brentq(lambda d: ring_mean(w_kt, d, M_RING) - X, -12, 12,
                  xtol=1e-13)
    cov = ring_covariances(w_kt, d_kt, M_RING)
    variance = M_RING * cov.sum()
    phi = M_RING * X * (1 - X) / variance
    # slope of composition against exchange potential
    h = 1e-3
    slope = (ring_mean(w_kt, d_kt + h, M_RING)
             - ring_mean(w_kt, d_kt - h, M_RING)) / (2 * h)
    phi_slope = X * (1 - X) / slope
    assert abs(phi - phi_slope) < 1e-5
    # closed forms of the long chain
    lam = cov[1] / cov[0]
    y = X * (1 - X) * (1 - lam)
    assert abs(y**2 * np.exp(2 * w_kt) - (X - y) * (1 - X - y)) < 1e-9
    assert np.allclose(cov[:12], X * (1 - X) * lam**np.arange(12), atol=1e-10)
    assert abs(phi - (1 - lam) / (1 + lam)) < 1e-8
    phi_closed = (1 + 4 * X * (1 - X) * (np.exp(2 * w_kt) - 1))**-0.5
    assert abs(phi - phi_closed) < 1e-8
    # canonical route; remaining differences are of order 1/M_CANON
    n0, s = int(round(X * M_CANON)), 4
    mu_ins = mu_b_insertion(M_CANON, n0, w_kt)
    rise = (mu_b_insertion(M_CANON, n0 + s, w_kt)
            - mu_b_insertion(M_CANON, n0 - s, w_kt))
    phi_canon = X * rise / (2 * s / M_CANON)
    omega_kt = -np.log(np.linalg.eigvalsh(transfer_matrix(w_kt, d_kt))[-1])
    assert abs(mu_ins - (omega_kt + d_kt)) < 5e-3
    assert abs(phi_canon - phi) < 1e-2
    phi_by_w.append(phi)
    print(f"Ring, w = {w:+.2f} eV per A-B bond:")
    print(f"  exp(2w/kT) = {np.exp(2 * w_kt):.4f}")
    print(f"  exchange potential delta = {d_kt * KT:+.5f} eV")
    print(f"  neighbour correlation lambda = {lam:+.4f}")
    print(f"  ordered A-B pair probability y = {y:.4f}")
    print(f"  Var(N) = {variance:.3f}, std(N) = {variance**0.5:.3f}")
    print(f"  dx/d(delta) = {slope / KT:.4f} per eV")
    print(f"  Phi from variance = {phi:.4f}, from slope = {phi_slope:.4f}")
    print(f"  Phi closed form = {phi_closed:.4f}")
    print(f"  Phi canonical, {M_CANON} sites = {phi_canon:.4f}")
    print(f"  mu_B: insertion {mu_ins * KT:+.5f} eV,"
          f" omega + delta {(omega_kt + d_kt) * KT:+.5f} eV")
assert phi_by_w[0] > 1 > phi_by_w[2] and abs(phi_by_w[1] - 1) < 1e-8

# ---------- 4x4 periodic square lattice, all configurations ----------
W_NEAR, W_DIAG, V_TRIPLE = -0.04, 0.015, 0.02
DELTA_SQ = -0.10
occ = ((np.arange(2**16)[:, None] >> np.arange(16)) & 1).reshape(-1, 4, 4)
right, down = np.roll(occ, -1, axis=2), np.roll(occ, -1, axis=1)
diag1 = np.roll(down, -1, axis=2)
diag2 = np.roll(down, 1, axis=2)
energy = (W_NEAR * ((occ != right).sum((1, 2)) + (occ != down).sum((1, 2)))
          + W_DIAG * ((occ != diag1).sum((1, 2)) + (occ != diag2).sum((1, 2)))
          + V_TRIPLE * (occ * right * down).sum((1, 2)))
n_b = occ.sum((1, 2))


def square_state(d_kt):
    """Composition, Var(N), mu_A/kT and mu_B/kT."""
    ln_weight = -energy / KT + d_kt * n_b
    ln_xi = logsumexp(ln_weight)
    prob = np.exp(ln_weight - ln_xi)
    mean = prob @ n_b
    omega = -ln_xi / 16
    return mean / 16, prob @ (n_b - mean)**2, omega, omega + d_kt


h = 1e-3
x_sq, var_sq, _, _ = square_state(DELTA_SQ / KT)
x_hi, _, mua_hi, mub_hi = square_state(DELTA_SQ / KT + h)
x_lo, _, mua_lo, mub_lo = square_state(DELTA_SQ / KT - h)
phi_b = x_sq * (mub_hi - mub_lo) / (x_hi - x_lo)
phi_a = -(1 - x_sq) * (mua_hi - mua_lo) / (x_hi - x_lo)
phi_sq = 16 * x_sq * (1 - x_sq) / var_sq
gibbs_duhem = (x_sq * (mub_hi - mub_lo)
               + (1 - x_sq) * (mua_hi - mua_lo)) / (2 * h)
assert abs(gibbs_duhem) < 1e-6
assert abs(phi_b - phi_sq) < 1e-4 and abs(phi_a - phi_sq) < 1e-4
print(f"Square 4x4: near {W_NEAR} eV, diagonal {W_DIAG} eV,"
      f" triplet {V_TRIPLE} eV")
print(f"  delta = {DELTA_SQ:.2f} eV, x = {x_sq:.4f}, Var(N) = {var_sq:.4f}")
print(f"  Phi from variance = {phi_sq:.4f}")
print(f"  Phi from mu_B = {phi_b:.4f}, from mu_A = {phi_a:.4f}")


# ---------- infinite-range regular solution: one phase and two phases ----------
def regular_state(m, om_kt, d_kt):
    n = np.arange(m + 1)
    ln_weight = ln_binomial(m, n) - om_kt * n * (m - n) / m + d_kt * n
    prob = np.exp(ln_weight - logsumexp(ln_weight))
    mean = prob @ n
    return mean / m, prob @ (n - mean)**2


OM_ONE, OM_TWO, M_BIG = 1.5, 3.0, 20000
d_one = np.log(X / (1 - X)) + OM_ONE * (1 - 2 * X)
x_one, var_one = regular_state(M_BIG, OM_ONE, d_one)
phi_one = M_BIG * x_one * (1 - x_one) / var_one
phi_one_formula = 1 - 2 * OM_ONE * X * (1 - X)
assert abs(phi_one - phi_one_formula) < 5e-3
print(f"Regular solution, one phase: Omega/kT = {OM_ONE}, M = {M_BIG}")
print(f"  Phi from variance = {phi_one:.4f}, formula = {phi_one_formula:.4f}")

x_gap = brentq(lambda x: np.log(x / (1 - x)) + OM_TWO * (1 - 2 * x),
               1e-6, 0.3)
half_width_sq = (0.5 - x_gap)**2
print(f"Regular solution, coexistence: Omega/kT = {OM_TWO}, delta = 0 eV")
print(f"  phase compositions x = {x_gap:.4f} and {1 - x_gap:.4f}")
print(f"  squared half-width of gap = {half_width_sq:.4f}")
phi_two = []
for m in (1000, 2000, 4000):
    x_two, var_two = regular_state(m, OM_TWO, 0.0)
    phi_two.append(m * x_two * (1 - x_two) / var_two)
    assert abs(var_two / m**2 - half_width_sq) < 2e-3
    print(f"  M = {m}: Var/M^2 = {var_two / m**2:.4f},"
          f" M x(1-x)/Var = {phi_two[-1]:.6f}")
assert abs(phi_two[0] / phi_two[1] - 2) < 0.02
assert abs(phi_two[1] / phi_two[2] - 2) < 0.02
phi_homogeneous = 1 - 2 * OM_TWO * 0.25
assert phi_homogeneous < 0 < phi_two[-1]
print(f"  homogeneous alloy at x = 0.5: Phi = {phi_homogeneous:.2f}")
print("PASS")
```

Printed output:

```
Temperature = 1000 K, kT = 0.08617 eV
Ring: M = 200 sites, x = 0.3, mean N = 60
Variance for independent sites M x(1-x) = 42.00
Ring, w = -0.05 eV per A-B bond:
  exp(2w/kT) = 0.3133
  exchange potential delta = -0.12352 eV
  neighbour correlation lambda = -0.2117
  ordered A-B pair probability y = 0.2545
  Var(N) = 27.323, std(N) = 5.227
  dx/d(delta) = 1.5853 per eV
  Phi from variance = 1.5372, from slope = 1.5372
  Phi closed form = 1.5372
  Phi canonical, 2000 sites = 1.5357
  mu_B: insertion -0.16235 eV, omega + delta -0.16246 eV
Ring, w = +0.00 eV per A-B bond:
  exp(2w/kT) = 1.0000
  exchange potential delta = -0.07301 eV
  neighbour correlation lambda = +0.0000
  ordered A-B pair probability y = 0.2100
  Var(N) = 42.000, std(N) = 6.481
  dx/d(delta) = 2.4369 per eV
  Phi from variance = 1.0000, from slope = 1.0000
  Phi closed form = 1.0000
  Phi canonical, 2000 sites = 0.9984
  mu_B: insertion -0.10365 eV, omega + delta -0.10375 eV
Ring, w = +0.05 eV per A-B bond:
  exp(2w/kT) = 3.1914
  exchange potential delta = -0.04170 eV
  neighbour correlation lambda = +0.2552
  ordered A-B pair probability y = 0.1564
  Var(N) = 70.789, std(N) = 8.414
  dx/d(delta) = 4.1074 per eV
  Phi from variance = 0.5933, from slope = 0.5933
  Phi closed form = 0.5933
  Phi canonical, 2000 sites = 0.5917
  mu_B: insertion -0.06340 eV, omega + delta -0.06349 eV
Square 4x4: near -0.04 eV, diagonal 0.015 eV, triplet 0.02 eV
  delta = -0.10 eV, x = 0.3663, Var(N) = 2.1227
  Phi from variance = 1.7496
  Phi from mu_B = 1.7496, from mu_A = 1.7496
Regular solution, one phase: Omega/kT = 1.5, M = 20000
  Phi from variance = 0.3700, formula = 0.3700
Regular solution, coexistence: Omega/kT = 3.0, delta = 0 eV
  phase compositions x = 0.0707 and 0.9293
  squared half-width of gap = 0.1843
  M = 1000: Var/M^2 = 0.1840, M x(1-x)/Var = 0.001359
  M = 2000: Var/M^2 = 0.1841, M x(1-x)/Var = 0.000679
  M = 4000: Var/M^2 = 0.1842, M x(1-x)/Var = 0.000339
  homogeneous alloy at x = 0.5: Phi = -0.50
PASS
```
